# Sum rule for degrees of rate control in steady growth

## What the sum rule protects against

A sensitivity analysis of a growth model can list every surface reaction and still miss half of the control over the growth rate. In the six-step example below, the five surface steps have degrees of rate control that add to 0.49. The missing 0.51 belongs to gas transport. Without a rule for the total, nothing in the list reveals the omission. A second error is to vary forward rate constants while holding the reverse constants fixed: in the same example those derivatives add to 1.41, because each variation also changes an equilibrium constant.

The rule is that the degrees of rate control sum to one when every process that carries a time scale is counted. It follows from the scaling of a steady state, and it needs neither a single rate-limiting step nor a mean-field approximation.

## Definitions and conditions

Let the state $\theta$ contain the independent coverages and any near-surface gas activities. Step $i$ has the net rate

$$r_i=k_i\left(f_i(\theta)-\frac{b_i(\theta)}{K_i}\right),$$

where $k_i$ is the forward rate constant, $k_i/K_i$ the reverse one, and $f_i,b_i$ do not depend on any rate constant. Far-field gas activities, film activity, temperature and site density are fixed. With stoichiometric matrix $S$, the balances are

$$\dot\theta=S\,r(\theta,k).$$

The growth flux is the net rate $r_g$ of the incorporation step $g$, and its steady value is $R$. For $R\ne0$, the Campbell degree of rate control is

$$X_i=\left.\frac{\partial\ln |R|}{\partial\ln k_i}\right|_{K,\;k_{j\ne i}}
=\frac{k_i}{R}\frac{\partial R}{\partial k_i}.$$

Holding $K_i$ fixed moves the forward and reverse constants by the same factor. For an elementary reaction, this corresponds to moving a transition state without moving the states it connects. Because every $K_i$ is unchanged, thermodynamic relations around closed reaction cycles are preserved.

The Jacobian $J=S\,\partial r/\partial\theta$ must be nonsingular. The steady state is then isolated and varies smoothly with $k$. Site conservation must already have been used to eliminate dependent coverages; otherwise $J$ is singular for a trivial reason.

## Scaling gives the sum

Multiply all $k_i$ by $\lambda>0$ at fixed $K_i$. Each rate is linear in its own constant, so

$$r(\theta,\lambda k)=\lambda r(\theta,k),\qquad
S\,r(\theta,\lambda k)=\lambda S\,r(\theta,k).$$

A state that makes the right-hand side zero at $\lambda=1$ does so at every $\lambda$. The constant state $\theta$ is therefore the continuation of the original branch, even if other steady states exist. Its flux obeys

$$R(\lambda k)=\lambda R(k).$$

Differentiate both sides with respect to $\lambda$. The chain rule on the left gives $\sum_i k_i\,\partial R/\partial(\lambda k_i)$, and the right gives $R(k)$. At $\lambda=1$,

$$\sum_i k_i\frac{\partial R}{\partial k_i}=R
\quad\Longrightarrow\quad \sum_i X_i=1.$$

The converse also holds. Suppose the sum is one all along the ray $\lambda k$, and put $\phi(\lambda)=R(\lambda k)$. Then $\lambda\phi'=\phi$, so $(\phi/\lambda)'=0$ and $\phi(\lambda)=\lambda\phi(1)$. The sum rule and proportional scaling of the flux are thus equivalent statements.

At $R=0$ the logarithmic derivative is undefined, but $\sum_i k_i\,\partial R/\partial k_i=R$ remains valid. That unnormalized form is the better one to use close to growth–etching balance.

## Computing the individual values

Let $D=\partial r/\partial\theta$, so $J=SD$, and let $e_i$ be the unit vector of step $i$. At fixed $\theta$ and $K$, changing $\ln k_i$ changes the rate vector by $e_i r_i$. Including the response of the state,

$$\frac{dr}{d\ln k_i}=e_i r_i+D\frac{d\theta}{d\ln k_i}.$$

The balances must remain zero, hence

$$0=S e_i r_i+J\frac{d\theta}{d\ln k_i},
\qquad
\frac{d\theta}{d\ln k_i}=-J^{-1}S e_i r_i.$$

Substitution gives

$$\frac{dr}{d\ln k_i}=P e_i r_i,\qquad P=I-DJ^{-1}S.$$

With $w_i=P_{gi}$, the growth component is

$$X_i=\frac{w_i r_i}{R}.$$

The weight $w_i$ is the change in growth flux per unit of extra net rate imposed on step $i$, after the state has readjusted. It can be negative. To recover the sum, use $Sr=0$:

$$Pr=r-DJ^{-1}(Sr)=r,
\qquad \sum_i w_i r_i=R.$$

This calculation carries a warning for implementation. The last line holds for any matrix $D$ that leaves $SD$ invertible, including a wrong one. A correct sum therefore does not validate the derivatives in $D$. Individual $X_i$ should be compared with finite differences of steady states that have been solved again after each change of $k_i$.

### Forward and reverse parts

Write $r_i=r_i^+-r_i^-$, with both one-way rates nonnegative. Varying the forward constant alone changes $r$ directly by $e_i r_i^+$; varying the reverse constant alone changes it by $-e_i r_i^-$. The same elimination of $\theta$ gives

$$X_i^+=\frac{w_i r_i^+}{R},\qquad
X_i^-=-\frac{w_i r_i^-}{R},\qquad X_i=X_i^++X_i^-.$$

The complete set of forward and reverse derivatives sums to one. Fixed $K$ is thus the convention that pairs them, while the scaling argument itself needs just the common factor $\lambda$. The forward parts alone sum to $1-\sum_iX_i^-$, which in general differs from one.

## Two steps in series, and a fixed supply

Consider transport $r_0=h(p-x)$ followed by uptake $r_1=k(x-x_{\rm eq})$, with $p$ and $x_{\rm eq}$ fixed and $p>x_{\rm eq}$. In steady state both rates equal $R$, so $p-x=R/h$ and $x-x_{\rm eq}=R/k$. Adding these removes $x$:

$$R=\frac{p-x_{\rm eq}}{1/h+1/k}.$$

Logarithmic differentiation gives

$$X_h=\frac{1/h}{1/h+1/k}=\frac{k}{h+k},\qquad
X_k=\frac{1/k}{1/h+1/k}=\frac{h}{h+k}.$$

They sum to one. For $h\ll k$ transport has nearly all the control; for $h\gg k$ the surface step has it. Each degree is that step's share of the total kinetic resistance in this linear series model.

Now replace transport by an imposed supply $F$ that is fully incorporated. Then $R=F$, so $X_F=1$ and $X_k=0$. If $F$ is held fixed and left out of the list, the remaining sum is zero. In general, if one supply process is omitted,

$$\sum_{i\ne{\rm supply}}X_i=1-X_{\rm supply}.$$

The same accounting applies to any reactor feed, dilution or residence rate in the model. If one parameter multiplies several steps, its degree is the sum of theirs, and it must be counted once. For parameters that enter the rates nonlinearly, the sum need not be one.

## Before the flux is steady

Start from an initial state $\theta_0$ that does not change with $k$. If $\theta(t;k)$ solves the balances, then $\varphi(t)=\theta(\lambda t;k)$ satisfies

$$\dot\varphi=\lambda S\,r(\varphi,k)=S\,r(\varphi,\lambda k),
\qquad \varphi(0)=\theta_0.$$

It is therefore the solution with scaled constants. Evaluating the growth rate along it gives

$$R(t;\lambda k)=\lambda R(\lambda t;k).$$

Differentiation at $\lambda=1$ acts on the prefactor and on the time argument, giving $\sum_i k_i\,\partial R/\partial k_i=R+t\dot R$. Thus, wherever $R(t)\ne0$,

$$\sum_i X_i(t)=1+t\frac{d\ln |R|}{dt}.$$

For exponential relaxation to a nonzero flux, the correction decays as $t$ times an exponential; if the slowest mode is a damped oscillation, the correction alternates in sign inside that envelope. A sum above one means that the magnitude of the flux is still rising; a sum below one means that it is falling. An external clock, such as pulsed gas or a temperature ramp, breaks this scaling unless its rate is scaled too.

## Kinetic Monte Carlo without a mean-field closure

Let $\pi$ be the row vector of stationary probabilities of surface configurations. For a finite, irreducible set of configurations, it is the unique normalized solution of

$$\pi G=0,\qquad G=\sum_i k_iG_i,\qquad G_i\mathbf 1=0.$$

Each class $i$ contains forward and reverse events with fixed relative factors. Let $\gamma_i$ be the vector of net growth per site produced by class $i$ per unit $k_i$, and let $g=\sum_i k_i\gamma_i$. Then $R=\pi g$. Scaling all $k_i$ leaves $\pi$ unchanged and multiplies $R$ by $\lambda$, so the sum rule holds with all lattice correlations included.

For individual values, solve the Poisson equation

$$Gh=R\mathbf 1-g.$$

It is solvable because $\pi(R\mathbf 1-g)=0$. The vector $h$ measures the excess future growth obtained by starting in a given configuration; its additive constant is immaterial. Write $\partial_i=\partial/\partial\ln k_i$. Differentiating $\pi G=0$ gives $(\partial_i\pi)G=-k_i\pi G_i$, and normalization gives $(\partial_i\pi)\mathbf 1=0$. Therefore

$$\begin{aligned}
\partial_iR&=(\partial_i\pi)g+k_i\pi\gamma_i\\
&=(\partial_i\pi)(R\mathbf 1-Gh)+k_i\pi\gamma_i\\
&=k_i\pi(G_ih+\gamma_i).
\end{aligned}$$

Division by $R$ gives $X_i$. Summing over $i$ gives $\pi Gh+\pi g=0+R$, as required.

Hopping shows why net current is a poor criterion for leaving out a process. A symmetric hop neither changes the coverage nor adds to the film, so it drops out of a uniform mean-field model. On the lattice, its contribution $k_i\pi G_ih$ can be nonzero because hops change the arrangement of adatoms, even when the mean current across each bond vanishes.

If the surface is still roughening and its configuration statistics drift, the stationary result does not apply. For a fixed initial distribution, the transient law of the previous section applies to the mean flux, since $p(t)=p_0e^{Gt}$ depends on the product of rates and time.

## Worked mean-field network

The model grows a compound AB from gases A and B$_2$. Let $x$ be the near-surface activity of A; $a,b,c$ the coverages of A, B and the pair AB; and $v=1-a-b-c$ the vacant fraction. A pair occupies one site. The rates are

$$\begin{aligned}
r_0&=k_0(p_A-x), & r_1&=k_1(xv-a/K_1),\\
r_2&=k_2(p_Bv^2-b^2/K_2), & r_3&=k_3(ab-cv/K_3),\\
r_4&=k_4(c-v/K_4), & r_5&=k_5(a^2-p_{A_2}v^2/K_5).
\end{aligned}$$

In order, they describe transport, A adsorption, B$_2$ adsorption, pairing, incorporation and loss as A$_2$. The balances, with unit storage capacity for $x$, are

$$\begin{aligned}
\dot x&=r_0-r_1, & \dot a&=r_1-r_3-2r_5,\\
\dot b&=2r_2-r_3, & \dot c&=r_3-r_4.
\end{aligned}$$

The chosen constants are $k=(0.8,5,10,10,3,5)\ \mathrm{s^{-1}}$ and $K=(1,50,200,10,20,1)$, with activities $p_A=1$, $p_B=0.5$ and $p_{A_2}=0.01$. The steady state has $x=0.4394$, $c=0.1429$ and $v=0.2075$. Hence

$$R=3\left(0.1429-\frac{0.2075}{20}\right)\mathrm{s^{-1}}
=0.398\ \mathrm{s^{-1}}$$

formula units per site. The degrees, in the order of the steps, add as

$$0.511+0.394-0.133+0.248+0.084-0.103=1.00.$$

To first order, a 1% increase in the transport constant raises growth by 0.51%. For transport the formula reads $0.4527\times0.4485/0.3976=0.511$. Tests against re-solved steady states confirmed all six values and their forward and reverse parts. Multiplying every rate constant by seven multiplied the flux by seven and left the state unchanged within numerical tolerance.

The loss step has $w_5=-1.60$. One extra A$_2$ molecule removes two A atoms, yet growth falls by 1.60 formula units. The steady A balance, $R=r_0-2r_5$, accounts for the difference of 0.40. Per unit of extra loss imposed, the readjusted state lowers the supply $r_0$ by 0.31. Depletion of $a$ also lowers the loss step's own rate, so $r_5$ rises by only 0.646 in total instead of 1. Together these give $-0.31-2\times0.646=-1.60$. The negative degree of B$_2$ adsorption means that faster B$_2$ exchange lowers growth here. With $b=0.575$ and $a=0.074$, site blocking by B is a plausible cause, though it was not isolated by a separate test.

The forward parts sum to 1.412 and the reverse parts to $-0.412$. The largest reverse part, $-0.400$ for transport, is equal and opposite to the forward part of A adsorption. This follows from $PD=D-DJ^{-1}SD=0$. Its growth row and $x$ column give $-w_0k_0+w_1k_1v=0$; multiplication by $x/R$ gives $X_0^-+X_1^+=0$.

Growth from a bare surface, with $x=p_A$ initially, shows the transient correction. At $t=0$, $c=0$ and $v=1$ give $r_4=-3/20=-0.15\ \mathrm{s^{-1}}$: the film is first etched, and the flux changes sign near 0.07 s, where the normalized sum diverges. At 0.1 s the flux is rising and still small, $0.067\ \mathrm{s^{-1}}$, so the sum is as large as 4.28. At 1.0 s it is 0.83: the flux, $0.498\ \mathrm{s^{-1}}$, is above its steady value and falling. The slowest eigenvalues of $J$ are $-1.23\pm0.82i\ \mathrm{s^{-1}}$, so the sum approaches one in a damped oscillation; at 20 s it is 1.00. The transient formula agreed with finite differences at all three times.

## Worked lattice

The second model is a ring of six sites, each empty or holding one adatom, which gives 64 configurations. Adatoms exchange with the gas ($k=1\ \mathrm{s^{-1}}$, $K=5$ including the gas activity), hop to empty neighbours ($k=2\ \mathrm{s^{-1}}$ each way), and enter the film as adjacent pairs ($k=5\ \mathrm{s^{-1}}$, $K=100$). Incorporation empties both sites; its reverse fills two empty neighbours.

The coverage is 0.2917. Growth must equal net adsorption, which provides a hand check:

$$R=\left[(1-0.2917)-\frac{0.2917}{5}\right]\mathrm{s^{-1}}
=0.650\ \mathrm{s^{-1}}$$

atoms per site. The degrees are 0.835 for exchange, 0.013 for hopping and 0.152 for pair incorporation. Hopping has no net current within numerical tolerance, but its control is nonzero. Since $\gamma_{\rm hop}=0$, the positive sign means that hops, weighted by their frequency, lead on average to configurations with greater future growth.

Stochastic simulation gave $0.650\pm0.002\ \mathrm{s^{-1}}$. With all rates multiplied by four and different random numbers, the flux ratio was $3.998\pm0.017$. These uncertainties are one standard error.

With such precision, differencing finds the hopping degree only if the step in $\ln k$ is large enough. If two independent runs at $\ln k\pm\delta$ each have relative error $\epsilon$, the error of $(\ln R_+-\ln R_-)/(2\delta)$ is $\sqrt2\,\epsilon/(2\delta)=\epsilon/(\sqrt2\,\delta)$. Here $\epsilon=0.00196/0.6497=0.0030$, so $\delta=0.1$ gives an error of 0.021, larger than the 0.013 sought. A larger $\delta$ reduces this noise but increases the finite-difference bias, which is of order $\delta^2$ for small $\delta$. Here the trade-off is favourable: at $\delta=1$ and the same relative error, the noise is 0.002, while the exact difference quotient is 0.0124 instead of 0.0131. Where the flux depends more strongly on $\ln k$, such a large step may be too biased; longer runs, correlated sampling or, for a small lattice, the Poisson equation are then the alternatives. The numerical output below gives more digits for the steady states, fluxes and degrees of rate control.

## Table of computed values

```
MEAN-FIELD MODEL (dimensionless unless a unit is given)
activities A, B2, A2: 1.0, 0.5, 0.01
A transport: k = 0.8 1/s, K = 1
A adsorption: k = 5.0 1/s, K = 50
B2 adsorption: k = 10.0 1/s, K = 200
pairing: k = 10.0 1/s, K = 10
incorporation: k = 3.0 1/s, K = 20
A2 loss: k = 5.0 1/s, K = 1
surface activity x = 0.43937
coverages a, b, c = 0.07428, 0.57526, 0.14292
vacant fraction v = 0.20754
growth flux R = 0.397638 formula units/(site s)
slowest relaxation eigenvalue = -1.2309 1/s
step: net rate (1/s), w, X formula, X finite difference
A transport: 0.44851, 0.45274, 0.51066, 0.51066
A adsorption: 0.44851, 0.34903, 0.39369, 0.39369
B2 adsorption: 0.19882, -0.26632, -0.13316, -0.13316
pairing: 0.39764, 0.24778, 0.24778, 0.24778
incorporation: 0.39764, 0.08360, 0.08360, 0.08360
A2 loss: 0.02543, -1.60356, -0.10257, -0.10257
step: forward part of X, reverse part of X
A transport: 0.91086, -0.40021
A adsorption: 0.40021, -0.00652
B2 adsorption: -0.14424, 0.01108
pairing: 0.26627, -0.01848
incorporation: 0.09014, -0.00655
A2 loss: -0.11125, 0.00869
sum of X, finite differences = 1.0000000
sum of forward parts = 1.41199
sum of reverse parts = -0.41199
sum without transport = 0.48934
flux ratio for all rates times 7 = 7.0000000
transient: t (s), R (1/s), sum of X, 1 + t dlnR/dt
0.1, 0.06658, 4.28499, 4.28499
1.0, 0.49808, 0.83232, 0.83232
20.0, 0.39764, 1.00000, 1.00000
LATTICE MODEL: 6 sites, 64 states
K exchange = 5, K pair = 100
exchange: k = 1.0 1/s, X formula = 0.83509, X finite difference = 0.83509
hopping: k = 2.0 1/s, X formula = 0.01307, X finite difference = 0.01307
pair incorporation: k = 5.0 1/s, X formula = 0.15184, X finite difference = 0.15184
adatom coverage = 0.29170
master-equation flux = 0.649964 atoms/(site s)
sum of lattice X = 1.0000000
sum without hopping = 0.98693
net hop current below 1e-11 1/s: True
Monte Carlo flux = 0.64972 +- 0.00196 atoms/(site s)
Monte Carlo flux, rates times 4 = 2.59770 +- 0.00762 atoms/(site s)
Monte Carlo flux ratio = 3.9982 +- 0.0168
```
